# Exchange splitting of a quantum-dot level by ferromagnetic leads and its Kondo resonance

A quantum dot has one orbital level at energy $\epsilon$, measured from the Fermi level of its leads, and a charging energy $U$, with $\epsilon<0<\epsilon+U$. It holds one electron. Both leads are ferromagnets with collinear magnetizations, and no magnetic field is applied. With non-magnetic leads, such a dot has a Kondo resonance at the Fermi level at low temperature. The problem is to find what the magnetization does to the level and to the resonance.

The Hamiltonian is

$$H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\epsilon\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow+V\sum_{k\sigma}(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma),$$

where $n_\sigma=d^\dagger_\sigma d_\sigma$ and $\uparrow$ is the majority spin. The leads have spin-dependent densities of states $\rho_\sigma$, constant between common band edges $\pm D$. They enter through the full tunnelling widths

$$\Gamma_\sigma=2\pi\rho_\sigma V^2,\qquad \Gamma_{\uparrow,\downarrow}=\Gamma(1\pm P).$$

These widths are sums over both leads. The leads are identical and magnetized in parallel unless stated otherwise.

## (a) Find the second-order energy shift of the singly occupied dot with spin $\sigma$.

**Solution.** Second-order perturbation theory adds $|\langle m|H_V|i\rangle|^2/(E_i-E_m)$ for each virtual state $m$. Two kinds of process start from a dot with spin $\sigma$.

1. The dot electron moves to an empty lead state $k$ of the same spin. The energy changes from $\epsilon$ to $\epsilon_k$, so $E_i-E_m=\epsilon-\epsilon_k$.
2. A lead electron from a filled state $k$ enters the dot. The Pauli principle requires the opposite spin $\bar\sigma$. The dot energy rises by $\epsilon+U$ and the lead loses $\epsilon_k$, so $E_i-E_m=\epsilon_k-\epsilon-U$.

With the Fermi function $f$, and with $V^2\sum_k\to\int d\omega\,\Gamma_\sigma/2\pi$,

$$\delta E_\sigma=-\int_{-D}^{D}\frac{d\omega}{2\pi}\left[\frac{\Gamma_\sigma(1-f)}{\omega-\epsilon}+\frac{\Gamma_{\bar\sigma}f}{\epsilon+U-\omega}\right].$$

Both terms lower the energy at zero temperature. At finite temperature the integrals are principal values. The expansion requires $\Gamma\ll|\epsilon|$ and $\Gamma\ll\epsilon+U$.

The spin dependence has a simple origin. A dot electron $\uparrow$ gains energy by visiting the leads with the large width $\Gamma_\uparrow$, but visits from the leads then use the small width $\Gamma_\downarrow$. For a dot electron $\downarrow$ the roles are exchanged.

## (b) Find the splitting $\Delta=E_\uparrow-E_\downarrow$. When does it vanish?

**Solution.** In the difference, the first term carries $\Gamma_\uparrow-\Gamma_\downarrow=2P\Gamma$ and the second carries $\Gamma_\downarrow-\Gamma_\uparrow=-2P\Gamma$. Writing $-1/(\epsilon+U-\omega)=1/(\omega-\epsilon-U)$ gives

$$\Delta=-\frac{P\Gamma}{\pi}\int_{-D}^{D}d\omega\left[\frac{1-f}{\omega-\epsilon}+\frac{f}{\omega-\epsilon-U}\right].$$

At $T=0$ the first term is integrated over $0<\omega<D$ and the second over $-D<\omega<0$:

$$\int_0^D\frac{d\omega}{\omega-\epsilon}=\ln\frac{D+|\epsilon|}{|\epsilon|},\qquad \int_{-D}^0\frac{d\omega}{\omega-\epsilon-U}=-\ln\frac{D+\epsilon+U}{\epsilon+U}.$$

Therefore

$$\Delta=-\frac{P\Gamma}{\pi}\left[\ln\frac{D+|\epsilon|}{|\epsilon|}-\ln\frac{D+\epsilon+U}{\epsilon+U}\right]\;\xrightarrow{D\to\infty}\;-\frac{P\Gamma}{\pi}\ln\frac{\epsilon+U}{|\epsilon|}.$$

If emptying the dot is the cheaper fluctuation, $|\epsilon|<\epsilon+U$, then $\Delta<0$ and the dot spin aligns with the majority spin. If double occupation is cheaper, the sign reverses, so a gate voltage can reverse the splitting. For $U\to\infty$ at fixed $D$ the second logarithm vanishes and the splitting depends on the bandwidth.

There are two zeros within this model:

- At $\epsilon=-U/2$ the two processes cancel.
- For antiparallel magnetizations and equal couplings, one lead contributes $\Gamma(1+P)/2$ to a given spin and the other $\Gamma(1-P)/2$. The sum is $\Gamma$ for both spins, so $\Delta=0$.

For low temperature, the Sommerfeld expansion adds $\frac{\pi^2}{6}(kT)^2h'(0)$ to an integral $\int f h\,d\omega$, and the opposite amount to $\int(1-f)h\,d\omega$. The bracket in $\Delta$ therefore changes by

$$\frac{\pi^2}{6}(kT)^2\left[\frac1{\epsilon^2}-\frac1{(\epsilon+U)^2}\right],$$

which is negligible when $kT\ll|\epsilon|,\ \epsilon+U$.

**Numbers.** Take $U=6$ meV, $\epsilon=-2$ meV, $\Gamma=1$ meV and $P=0.4$. Then $\epsilon+U=4$ meV and

$$\Delta=-\frac{0.4\times1\ \text{meV}}{\pi}\times0.693=-0.088\ \text{meV}.$$

For $g=2$ this equals the Zeeman splitting in 0.76 T. With $D=60$ meV, the value used in the numerical work below, the result is $-0.084$ meV. At 50 mK, where $kT=0.0043$ meV, the thermal change of $\Delta$ is about $-7\times10^{-7}$ meV.

## (c) Show how the splitting cuts off the Kondo logarithm at the Fermi level.

**Solution.** First remove the charge fluctuations. Consider a dot spin $\downarrow$ and a lead electron $\uparrow$ that exchange spins. There are two orders of hopping, and for lead energies near zero their energy denominators are $-(\epsilon+U)$ and $-|\epsilon|$:

$$V^2\left[\frac{c^\dagger_{k'\downarrow}d_\downarrow d^\dagger_\uparrow c_{k\uparrow}}{-(\epsilon+U)}+\frac{d^\dagger_\uparrow c_{k\uparrow}c^\dagger_{k'\downarrow}d_\downarrow}{-|\epsilon|}\right].$$

Bringing either product to the order $d^\dagger_\uparrow d_\downarrow c^\dagger_{k'\downarrow}c_{k\uparrow}$ costs one minus sign, which cancels the sign of the denominator. With $S^+=d^\dagger_\uparrow d_\downarrow$ the result is

$$\frac J2S^+c^\dagger_{k'\downarrow}c_{k\uparrow},\qquad J=2V^2\left[\frac1{|\epsilon|}+\frac1{\epsilon+U}\right].$$

This is the transverse part of an antiferromagnetic coupling $J\,\mathbf S\cdot\mathbf s$. Its longitudinal part gives the amplitude $+J/4$ for parallel spins and $-J/4$ for antiparallel spins. There is also a spin-independent scattering term, which does not flip the dot spin.

Let $\Delta<0$, so that the dot's ground state is $\uparrow$ and the state $\downarrow$ costs $|\Delta|$. Consider a lead electron of energy $\omega$ scattering from $k$ to $k'$ while the dot returns to $\uparrow$.

*Incoming spin $\downarrow$.* The electron flips into an empty state $q\uparrow$ and the dot flips to $\downarrow$. A second flip restores both. The energy denominator is $\omega-\epsilon_q-|\Delta|$, so

$$A^{(2)}_\downarrow=\frac{J^2}{4}\sum_{q\,\rm empty}\frac1{\omega-\epsilon_q-|\Delta|}\simeq-\frac{J^2\rho_\uparrow}{4}\ln\frac{D_0}{|\omega-|\Delta||}.$$

*Incoming spin $\uparrow$.* It cannot exchange spin with a dot in state $\uparrow$. Instead, a filled state $q\downarrow$ first scatters into $k'\uparrow$ and flips the dot, and then the incoming electron fills the hole. With both $k$ and $k'$ at energy $\omega$, the denominator is $\omega-(2\omega-\epsilon_q+|\Delta|)=\epsilon_q-\omega-|\Delta|$. The operator order gives

$$c^\dagger_{q\downarrow}c_{k\uparrow}c^\dagger_{k'\uparrow}c_{q\downarrow}=-c^\dagger_{q\downarrow}c_{q\downarrow}\,c^\dagger_{k'\uparrow}c_{k\uparrow},$$

and this minus sign turns the denominator round:

$$A^{(2)}_\uparrow=\frac{J^2}{4}\sum_{q\,\rm filled}\frac1{\omega+|\Delta|-\epsilon_q}\simeq+\frac{J^2\rho_\downarrow}{4}\ln\frac{D_0}{|\omega+|\Delta||}.$$

Here $D_0$ is the energy of the cheaper charge fluctuation, above which the exchange description fails. Scattering without a flip gives no such logarithm. Its particle and hole routes combine into $\sum_q1/(\omega-\epsilon_q)$ over all states, and in a symmetric flat band the two sides of the Fermi level cancel near $\omega=0$.

Each correction has the sign of its first-order partner, $-J/4$ or $+J/4$, and so enhances it. At this order the enhancement is largest at $\omega=+|\Delta|$ for spin $\downarrow$ and at $\omega=-|\Delta|$ for spin $\uparrow$. At the Fermi level the ratio of second to first order, with the mean density $\rho=(\rho_\uparrow+\rho_\downarrow)/2$, is

$$\rho J\ln\frac{D_0}{|\Delta|},\qquad \rho J=\frac{\Gamma U}{\pi|\epsilon|(\epsilon+U)}.$$

For $\Delta=0$ the logarithm becomes $\ln(D_0/|\omega|)$ and grows without limit as $\omega\to0$. The two orders are equal at the Kondo scale

$$T_K\sim D_0e^{-1/\rho J},$$

written as an energy. For $P=0$ this leading-order estimate fixes the exponent but not the prefactor. For $P\neq0$ the two spin channels have different densities, and using their mean in the exponent is a further approximation. If $|\Delta|\gg T_K$, the growth stops before strong coupling is reached, and no Kondo resonance forms at the Fermi level. If $|\Delta|\ll T_K$, the dot spin is screened first and the resonance survives.

**Numbers.** With $D_0=|\epsilon|=2$ meV,

$$\rho J=\frac{1\times6}{\pi\times2\times4}=0.239,\qquad T_K\sim2\,e^{-1/0.239}\ \text{meV}=0.030\ \text{meV}.$$

With the mean density, the ratio of orders at the Fermi level is $0.239\ln(2/0.088)\approx0.75$. Resolved by spin it is $1+P$ times this, 1.04, for an incoming $\downarrow$ electron and $1-P$ times this, 0.45, for an incoming $\uparrow$ electron. The logarithm is finite, but the correction is too large for second order to give the height of the resonance. That height needs a method that does not expand in $J$.

## (d) Relate the height of the resonance to the dot's spin polarization.

**Solution.** Assume a non-degenerate Fermi-liquid ground state. In a wide band the retarded dot Green's function obeys

$$G_\sigma^{-1}(\omega)=\omega-\epsilon+\frac{i\Gamma_\sigma}2-\Sigma_\sigma(\omega).$$

At $T=0$ an electron at the Fermi level has no phase space for inelastic scattering, so $\Sigma_\sigma(0)$ is real. Let $\varphi_\sigma$ be the phase of $G_\sigma^{-1}(0)$. Since its imaginary part is $\Gamma_\sigma/2$, we have $|G_\sigma(0)|=2\sin\varphi_\sigma/\Gamma_\sigma$, and the spectral function is

$$A_\sigma(0)=-\frac1\pi\,{\rm Im}\,G_\sigma(0)=\frac{2}{\pi\Gamma_\sigma}\sin^2\varphi_\sigma.$$

The occupation follows from the same phase. Differentiating $\ln G_\sigma^{-1}$ gives

$$G_\sigma=\partial_\omega\ln G_\sigma^{-1}+G_\sigma\,\partial_\omega\Sigma_\sigma.$$

The last term does not contribute to the occupation. The self-energy is the derivative $\delta\Phi/\delta G_\sigma$ of a functional $\Phi$ built from closed diagrams. The interaction conserves each spin species, so shifting the frequency of all lines of spin $\sigma$ leaves $\Phi$ unchanged. Along the imaginary frequency axis this means $\int\Sigma_\sigma\,dG_\sigma=0$. Integration by parts, with $\Sigma_\sigma$ continuous at zero frequency, gives $\int G_\sigma\,d\Sigma_\sigma=0$. The retarded functions are analytic in the upper half-plane, so the path from $\omega=-\infty$ to 0 can be turned onto the positive imaginary axis. Because $G_\sigma$ and $\Sigma_\sigma$ take complex-conjugate values at conjugate frequencies, the imaginary part of the turned integral is, in size, half of the vanishing integral over the whole axis.

The first term gives the change of phase. At $\omega\to-\infty$, $G_\sigma^{-1}$ is negative with a relatively small positive imaginary part, so its phase is $\pi$. Hence

$$\langle n_\sigma\rangle=-\frac1\pi\,{\rm Im}\int_{-\infty}^0G_\sigma\,d\omega=-\frac{\varphi_\sigma-\pi}{\pi}=1-\frac{\varphi_\sigma}\pi.$$

The height relative to its maximum $2/\pi\Gamma_\sigma$ is therefore

$$h_\sigma=\sin^2\varphi_\sigma=\sin^2(\pi\langle n_\sigma\rangle).$$

An unpolarized dot with $\langle n_\sigma\rangle\approx\frac12$ has $h_\sigma\approx1$. A polarized dot, with occupations near 1 and 0, has small heights for both spins.

In lead $L$ or $R$ the width is $\Gamma_{L\sigma}$ or $\Gamma_{R\sigma}$. The zero-temperature linear conductance is

$$G=\frac{e^2}{h}\sum_\sigma\frac{4\Gamma_{L\sigma}\Gamma_{R\sigma}}{(\Gamma_{L\sigma}+\Gamma_{R\sigma})^2}\,h_\sigma.$$

The prefactor of $h_\sigma$ is 1 for identical parallel leads and $1-P^2$ for antiparallel leads of equal coupling.

## (e) Is the resonance suppressed in the example, and does a field restore it?

**Solution.** A Zeeman energy $b$ that raises $\uparrow$ and lowers $\downarrow$ makes the total splitting $\Delta+b$. To second order it vanishes at $b=-\Delta$.

The resonance was computed with the numerical renormalization group (NRG). The band, with $D=60$ meV, is divided logarithmically and mapped to a chain of 21 sites. The chain is diagonalized site by site, keeping the lowest 130 to 165 states. The heights follow from the energies needed to add or remove one electron of spin $\sigma$, and the occupations are ground-state averages.

| Case | $\langle n_\uparrow\rangle,\langle n_\downarrow\rangle$ | $h_\uparrow,h_\downarrow$ |
|---|---|---|
| parallel, $b=0$ | 0.815, 0.094 | 0.31, 0.09 |
| parallel, compensated | 0.47, 0.47 | 0.99, 0.99 |
| antiparallel, $b=0$ | 0.47, 0.47 | 0.99, 0.99 |
| parallel, $\epsilon=-U/2$, $b=0$ | 0.50, 0.50 | 1.00, 1.00 |

All cases share $U$, $\Gamma$ and $P$, and the first three share $\epsilon=-2$ meV. For parallel leads the conductance is $0.39\,e^2/h$ at zero field and $1.98\,e^2/h$ when compensated, a factor of five. For antiparallel leads it is $(1-0.16)\times1.98=1.66\,e^2/h$.

The suppression is strong but incomplete. The splitting can be compared with the Kondo scale. Near compensation the NRG spin response, with $T_K$ defined by $d\langle n_\uparrow-n_\downarrow\rangle/db=-1/(2T_K)$, gives $T_K=0.015$ meV, or 0.17 K. This is half the estimate in (c), and $|\Delta|/T_K=0.084/0.015\approx5.6$.

The compensating energy, located where $\langle n_\uparrow\rangle=\langle n_\downarrow\rangle$, is $b=0.095$ meV, or 0.82 T for $g=2$. It exceeds the second-order value for the same band, 0.084 meV, by 13%. Other logarithmic divisions of the band move $b$ between 0.094 and 0.095 meV, an excess of 12 to 13%. At $\Gamma=0.1$ meV, the splitting can be read from the lowest NRG energies of a ten-site chain with one extra $\uparrow$ or $\downarrow$ electron. It is $-0.0085$ meV, against $-0.0084$ meV from the formula. The logarithmic division of the band alone changes the second-order value by about 1%, so this agreement confirms the formula to that accuracy. The excess at $\Gamma=1$ meV is well above this error and reflects the neglected higher orders in $\Gamma$: on ten-site chains the compensating energy exceeds the second-order value by about 1%, 2% and 4% at $\Gamma=0.1$, 0.2 and 0.4 meV, growing in proportion to $\Gamma$.

## (f) How far does the model carry over to a real device?

**Solution.** The chosen values are illustrative and not fitted to a device. A carbon-nanotube dot with nickel contacts serves here as the case for comparison. One insecure assumption is that both spin bands have the same edges. Suppose instead that the majority band is lowered by $s/2$ and the minority band raised by $s/2$, with the widths unchanged. For $D\gg U$, the empty states seen by a dot spin $\uparrow$ and the filled states that can visit it both extend over $D-s/2$. For a dot spin $\downarrow$ both extend over $D+s/2$. The large-energy parts of the logarithms no longer cancel and add

$$\delta\Delta=\frac{\Gamma_\uparrow+\Gamma_\downarrow}{2\pi}\ln\frac{D+s/2}{D-s/2}=\frac\Gamma\pi\ln\frac{D+s/2}{D-s/2}.$$

For rough values $D=3$ eV and $s=0.2$ eV this is $+0.021$ meV, which changes $\Delta$ from $-0.088$ to $-0.067$ meV. The term does not depend on the gate as long as $\Gamma$ itself does not. The zero of the splitting moves to $\ln[(\epsilon+U)/|\epsilon|]=(1/P)\ln(3.1/2.9)=0.167$, that is, from $\epsilon=-3$ meV to about $-2.75$ meV. This assumes that the lowered band is also the one with the larger tunnelling width, $P>0$, which depends on the contact. For $P<0$ the term adds to the splitting at $\epsilon=-2$ meV and the zero moves to about $-3.25$ meV.

The stray field of the contacts is also independent of the gate. A field of 0.6 T, of the order of nickel's saturation magnetization $\mu_0M_s$, gives a Zeeman energy of 0.07 meV. Depending on its direction it can add to the exchange splitting or cancel most of it, so strong suppression at zero applied field is not assured for a given contact geometry. The logarithmic dependence on gate voltage distinguishes the exchange part from both constant terms.

Two further limits apply. At 50 mK, $kT$ is 0.29 of the NRG Kondo scale, so the zero-temperature conductances above are not predictions for that temperature. A nanotube can also have nearly degenerate orbitals, and the single-level model requires their separation to be large enough for one orbital to dominate. In the example, at zero temperature and without stray fields, switching the leads from antiparallel to parallel lowers the conductance from $1.66\,e^2/h$ to $0.39\,e^2/h$.
